The Debye-Waller term and the rigid-ion approximation for band energies, part 1

(Sections cited here and not found follow in the second part.)

A band energy computed with the atoms clamped at their lattice sites is not the energy that a vibrating crystal shows. To second order in the displacements there are two corrections. One comes from the first derivative of the crystal potential taken twice, and is called the Fan term. The other comes from the second derivative of the potential taken once, and is called the Debye-Waller term. The first derivatives are obtained from linear response, one wave vector at a time. The second derivatives are a different kind of object: there is one for every pair of atoms in the crystal, and each involves the response of the density to two displacements at once. Leaving them out does not give a rough answer; it gives one that breaks a symmetry. If the whole crystal is shifted rigidly by a small distance t, no eigenvalue can change, yet the Fan term alone predicts a change. In the model chain worked out below it predicts −0.1325 t² Ha for the top of the valence band and +0.1405 t² Ha for the bottom of the conduction band, with t in bohr. For the zero-point renormalisation of the gap of the same chain, the Fan term alone gives +18.7 meV where the full second-order answer is −49.8 meV, so in this ring of four cells even the sign is lost. Both numbers depend on the length of the ring, and the reversal of sign belongs to short rings: for 16 cells they are −13.9 and −120 meV. The Allen-Heine-Cardona treatment escapes this by using translational invariance to express the Debye-Waller term through first derivatives at zero wave vector, at the price of neglecting one well-defined set of second derivatives.

Hartree atomic units are used (ħ = m_e = e = 1), with shifts converted to meV. The crystal is a Born-von Kármán supercell of N primitive cells with periodic boundary conditions. An atom is labelled i = (l,κ), with l the cell and κ the sublattice, and α, β are Cartesian directions. The position of atom i is R_i = R_i⁰ + u_i. The one-electron Hamiltonian is

H({R}) = p²/2 + V({R}),   (1)

where V is the self-consistent mean-field potential (Kohn-Sham or Hartree) belonging to the geometry {R} at fixed electron number. The system is an insulator, so that the occupied states stay separated from the empty ones under small displacements and V is a smooth function of the positions. The symbol ∂_{iα} means ∂/∂R_{iα} evaluated at the clamped geometry, and it is always the total derivative, including the change of the electron density. States are normalised to one over the supercell. The average of V over the supercell, which fixes the zero of energy in a periodic system, is taken to be independent of the positions.

In adiabatic theory the electrons follow the nuclei, and the renormalised level is the thermal and quantum average of the eigenvalue ε_n({R}) over the nuclear positions. This is the regime in which phonon energies are small compared with the electronic energy differences that matter. Expanding to second order,

ε_n({R⁰+u}) = ε_n + Σ_{iα} (∂_{iα}ε_n) u_{iα} + ½ Σ_{iα,jβ} ε''_{iα,jβ} u_{iα} u_{jβ},   (2)

with ε''_{iα,jβ} = ∂_{iα}∂_{jβ}ε_n. For harmonic vibrations ⟨u_{iα}⟩ = 0, so the linear term drops out; thermal expansion and other anharmonic shifts of the mean positions are outside this treatment. With the displacement covariance and its on-site block,

C_{iα,jβ} = ⟨u_{iα} u_{jβ}⟩,   U^i_{αβ} = C_{iα,iβ},   (3)

the shift is

Δε_n = ½ Σ_{iα,jβ} ε''_{iα,jβ} C_{iα,jβ}.   (4)

Displacement operators at equal times are Hermitian and commute, so C is real and C_{iα,jβ} = C_{jβ,iα}. In particular U^i_{αβ} = U^i_{βα}.

The second derivative of the eigenvalue follows from differentiating H|n⟩ = ε_n|n⟩, and here the state n is first assumed non-degenerate. Let a and b stand for two coordinates iα and jβ. One derivative gives (∂_bH − ∂_bε_n)|n⟩ + (H − ε_n)|∂_b n⟩ = 0. Projecting on ⟨n| removes the second bracket and leaves the Hellmann-Feynman relation ∂_bε_n = ⟨n|∂_bV|n⟩, the kinetic energy being independent of the positions. Projecting on ⟨m| with m ≠ n gives ⟨m|∂_bV|n⟩ + (ε_m − ε_n)⟨m|∂_b n⟩ = 0, that is

⟨m|∂_b n⟩ = g^b_m /(ε_n − ε_m),   g^b_m = ⟨m|∂_bV|n⟩.   (5)

The remaining component ⟨n|∂_b n⟩ is purely imaginary, because ∂_b⟨n|n⟩ = 0. The Hellmann-Feynman relation holds at every geometry and may be differentiated again:

ε''_{ab} = ⟨n|∂_a∂_bV|n⟩ + ⟨∂_b n|∂_aV|n⟩ + ⟨n|∂_aV|∂_b n⟩.   (6)

The last two terms are complex conjugates of each other. The component of |∂_b n⟩ along |n⟩ contributes (⟨n|∂_b n⟩* + ⟨n|∂_b n⟩) ∂_aε_n = 0. The other components give ⟨n|∂_aV|m⟩⟨m|∂_b n⟩ = g^{a*}_m g^b_m/(ε_n − ε_m) and its conjugate. Hence

ε''_{iα,jβ} = D_{iα,jβ} + F_{iα,jβ},   (7)

D_{iα,jβ} = ⟨n|∂_{iα}∂_{jβ}V|n⟩,   (8)

F_{iα,jβ} = Σ_{m≠n} 2 Re[g^{iα*}_m g^{jβ}_m]/(ε_n − ε_m).   (9)

Both D and F are real and symmetric under the joint exchange (iα) ↔ (jβ), D because mixed derivatives commute and F because Re[z*w] = Re[w*z]. Self-consistency has changed nothing in this argument: H({R}) is a Hermitian operator that depends smoothly on parameters, and where the dependence comes from is irrelevant. Inserting (7) in (4) defines the two contributions,

Fan = ½ Σ F_{iα,jβ} C_{iα,jβ},   DW = ½ Σ D_{iα,jβ} C_{iα,jβ},   (10)

with sums over all iα and jβ.

Translational invariance enters as an operator identity. Let T = exp(−i p·t), with p = −i∇. Then T = exp(−t·∇), and Taylor's theorem gives (Tψ)(r) = ψ(r − t): T carries a wave function along by t. If every atom is moved by t, the ionic potential is carried along in the same way. If a density n(r) solves the self-consistent problem at {R}, the carried density n(r − t) solves it at {R + t}, because the kinetic energy and the electron-electron interaction do not refer to any origin. The self-consistent solution of the insulator being unique in the neighbourhood considered,

H({R + t}) = exp(−i p·t) H({R}) exp(+i p·t).   (11)

This holds for every geometry {R}, distorted or not, and that generality is needed below. Differentiating with respect to t_β at t = 0, the left side gives Σ_j ∂_{jβ}V by the chain rule, and the right side gives −i p_β H + i H p_β. Since p commutes with the kinetic energy,

Σ_j ∂_{jβ}V = −i [p_β, H] = −i [p_β, V].   (12)

For a local potential [p_β, V] = −i ∂V/∂r_β, so the right side equals (−i)(−i) ∂V/∂r_β = −∂V/∂r_β, as expected for V(r − t). For a non-local pseudopotential (11) and (12) stand as written. The operator p in them is the generator of translations and must not be replaced by the velocity i[H, r], from which it then differs. Because (12) is valid at every geometry, it can be differentiated with respect to one coordinate R_{iα}, and p does not depend on the positions:

Σ_j ∂_{iα}∂_{jβ}V = −i [p_β, ∂_{iα}V].   (13)

The left side is a sum of second derivatives over all partner atoms j, including j = i. The right side contains a first derivative only. Nothing has been approximated.

The same statement can be reached from the eigenvalues. Equation (11) is a unitary transformation, so ε_n({R + t}) = ε_n({R}) and Σ_j ∂_{jβ}ε_n = 0 at every geometry. One more derivative gives Σ_j ε''_{iα,jβ} = 0, and with (7)

Σ_j D_{iα,jβ} = − Σ_j F_{iα,jβ}.   (14)

That (13) and (14) agree is a check on the signs. Define T^β_{mn} = ⟨m|Σ_j ∂_{jβ}V|n⟩. From (12), ⟨m|[p_β,H]|n⟩ = (ε_n − ε_m) p^β_{mn}, so

T^β_{mn} = −i (ε_n − ε_m) p^β_{mn},   T^β_{nm} = +i (ε_n − ε_m) p^β_{nm}.   (15)

Writing g_{mn} = ⟨m|∂_{iα}V|n⟩ and expanding the real part in (9),

− Σ_j F_{iα,jβ} = − Σ_{m≠n} (g_{nm} T^β_{mn} + T^β_{nm} g_{mn})/(ε_n − ε_m) = Σ_{m≠n} (i g_{nm} p^β_{mn} − i p^β_{nm} g_{mn}).   (16)

The denominators have cancelled. The term m = n may be added, since i g_{nn} p_{nn} − i p_{nn} g_{nn} = 0. The sum over all m is then a resolution of the identity and (16) becomes −i⟨n|p_β ∂_{iα}V − ∂_{iα}V p_β|n⟩, the expectation value of (13). This shows that the energy denominators in (14) are only a device for writing p^β_{mn} through first derivatives of the potential. They are the static differences ε_n − ε_m by identity, and they stay so even in a theory where the denominators of the Fan term are given phonon frequencies.

The sum rule fixes one combination of second derivatives for each atom and each pair of directions. It can therefore eliminate exactly one block of D per atom, and the block chosen is the on-site one:

D_{iα,iβ} = − Σ_j F_{iα,jβ} − Σ_{j≠i} D_{iα,jβ}.   (17)

Split DW in (10) into the terms with j = i and those with j ≠ i, and insert (17) in the former:

DW = ½ Σ_{i,αβ} D_{iα,iβ} U^i_{αβ} + ½ Σ_{i≠j,αβ} D_{iα,jβ} C_{iα,jβ}

   = − ½ Σ_{ij,αβ} F_{iα,jβ} U^i_{αβ} + ½ Σ_{i≠j,αβ} D_{iα,jβ} (C_{iα,jβ} − U^i_{αβ}).   (18)

Here Σ_{i≠j} runs over ordered pairs. Both sums can be made symmetric in the two atoms. For any array X with X_{iα,jβ} = X_{jβ,iα}, renaming the dummy indices i ↔ j and α ↔ β gives Σ X_{iα,jβ} U^i_{αβ} = Σ X_{jβ,iα} U^j_{βα} = Σ X_{iα,jβ} U^j_{αβ}, where the symmetry of X and of U was used. So U^i may be replaced by ½(U^i + U^j) against both F and D, and

DW = DW^RIA + ND,   (19)

DW^RIA = − ½ Σ_{ij,αβ} ½(U^i + U^j)_{αβ} F_{iα,jβ},   (20)

ND = ½ Σ_{i≠j,αβ} D_{iα,jβ} [C_{iα,jβ} − ½(U^i + U^j)_{αβ}].   (21)

Equation (19) is exact within the expansion (4). The first piece contains first derivatives only. The second, the non-diagonal term, contains second derivatives only, and only those in which the two coordinates belong to different atoms. The rigid-ion approximation consists in keeping DW^RIA and dropping ND.

The name comes from the case in which dropping ND costs nothing. Suppose that the potential is a sum of fixed shapes, each carried rigidly by one atom, V(r) = Σ_i v_i(r − R_i). Then ∂_{jβ}V = −∂_β v_j depends on R_j alone, where ∂_β without an atom label acts on the argument of v. A further derivative with respect to the position of another atom vanishes, every off-site D is zero, and ND = 0. The on-site derivative is ∂_α∂_β v_i, and (13) reproduces it: −i[p_β, −∂_α v_i] = −∂_β(−∂_α v_i) = ∂_α∂_β v_i. In this case DW^RIA is the whole Debye-Waller term.

For a self-consistent potential the discarded set is the following: all mixed derivatives ∂²V/∂R_{lκα}∂R_{l'κ'β} with (l,κ) ≠ (l',κ'), for every α and β, taken in the expectation value of the state n. It includes pairs on different sublattices in the same cell, pairs on different sublattices in different cells, and pairs on the same sublattice in different cells. It does not include the derivatives with α ≠ β on one atom, which are part of the on-site block and are retained. The origin of the discarded derivatives is found by writing V = Σ_i v_i(r − R_i) + V_Hxc[n], where the first part is the bare ionic potential or pseudopotential and the second the Hartree and exchange-correlation potential. The first part is rigid by construction. For i ≠ j the chain rule applied to the second part gives

∂_{iα}∂_{jβ}V(r) = ∫ K(r,r') ∂_{iα}∂_{jβ}n(r') dr' + ∫∫ K'(r,r',r'') ∂_{iα}n(r') ∂_{jβ}n(r'') dr' dr'',   (22)

with K = δV_Hxc/δn and K' = δK/δn. The off-site derivatives are thus the part of the screening potential that arises because the response to moving atom i depends on where atom j is. Screening as such does not produce them. If the ions are weak scatterers in a homogeneous electron gas and the density is taken to first order in the v_i, each v_i is replaced by its convolution with a translation-invariant inverse dielectric function, which is again a fixed shape attached to atom i. For such a gas the off-site derivatives therefore begin at second order in the ionic potentials, with products v_i v_j. This counting is not guaranteed for an insulator whose gap is opened by the same potentials, because the gap then appears in the denominators of the response.

The word "discarded" needs one qualification. Comparing (20) with (14) and using the unsymmetrised form,

DW^RIA = ½ Σ_{i,αβ} U^i_{αβ} Σ_j D_{iα,jβ},   (23)

where j runs over all atoms. So DW^RIA is the on-site expression with D_{iα,iβ} replaced by Σ_j D_{iα,jβ}: the off-site derivatives are removed from their own positions and added to the on-site block. It follows that DW^RIA differs from the quantity ½ Σ D_{iα,iβ} U^i_{αβ} built with the true on-site second derivatives, by ½ Σ_i U^i_{αβ} Σ_{j≠i} D_{iα,jβ}. The two terms in the bracket of (21) record the two operations: C_{iα,jβ} is the weight that the off-site derivative should have had, and ½(U^i + U^j) is the weight that it was given. The first derivatives are not approximated at all; they are the fully screened ones.

In a crystal, (20) collapses to a primitive-cell expression. The phonon state is invariant under lattice translations, so U^i depends on the sublattice only, U^i = U^κ. The weight in (20) is then independent of l and l', and the two lattice sums act directly on the matrix elements in (9):

Σ_{ll'} F_{lκα,l'κ'β} = Σ_{m≠n} 2 Re[(Σ_l g^{lκα}_m)* (Σ_{l'} g^{l'κ'β}_m)]/(ε_n − ε_m).   (24)

The potential W^{κα} = Σ_l ∂V/∂R_{lκα} is the response to moving the whole sublattice κ, which is a displacement pattern of wave vector q = 0. A lattice translation maps ∂V/∂R_{lκα} into the same derivative for a neighbouring cell and only reorders the sum, so W^{κα} has the periodicity of the lattice. It commutes with lattice translations and cannot connect Bloch states of different wave vector. If n is the Bloch state |nk⟩, only states |mk⟩ survive out of all the states of the supercell. Define

g^{κα}_m = ⟨mk|W^{κα}|nk⟩.   (25)

The integrand ψ*_{mk} W ψ_{nk} is lattice periodic, so the integral over the supercell with states normalised there equals the integral over one cell with states normalised in one cell. The elements (25) are independent of N at a given k-point sampling of the density. The factor ½ of (20) and the factor 2 of (24) cancel:

DW^RIA = − Σ_{κκ',αβ} ½(U^κ + U^{κ'})_{αβ} Σ_{m≠n} Re[g^{κα*}_m g^{κ'β}_m]/(ε_{nk} − ε_{mk}).   (26)

This is the Debye-Waller term written with products of first-order q = 0 matrix elements. With periodic boundary conditions, q = 0 means a strictly lattice-periodic perturbation, with no macroscopic field across the supercell.

The assumption of non-degeneracy can now be weakened for this term. In a supercell a Bloch state at a general k is degenerate with its time-reversed partner at −k, so (7) as derived applies directly only where k and −k are equivalent. The Debye-Waller term does not need (7). From (23) and the operator identity (13), summed over l, DW^RIA = ½ Σ U^κ_{αβ} (−i)⟨nk|[p_β, W^{κα}]|nk⟩. Both p and W conserve k, so a complete set of states at the same k may be inserted, and (15) may be solved for p^β_{mn} whenever ε_{mk} ≠ ε_{nk}. Reading (16) backwards then gives (26). What (26) requires is that band n be non-degenerate at its own k. The commutator form also shows that the sum over bands in (26) can be avoided altogether, since it is a resolution of the identity.

For the phonon form, expand the displacements in normal modes with eigenvectors normalised as Σ_{κα}|e_{κα}(qν)|² = 1 and chosen so that e(−q,ν) = e(q,ν)*:

u_{lκα} = Σ_{qν} (2N M_κ ω_{qν})^{−1/2} e_{κα}(qν) exp(i q·R_l) (a_{qν} + a†_{−qν}).   (27)

In thermal equilibrium the only non-zero averages in the product of two such brackets are ⟨a_{qν}a†_{qν}⟩ = n_{qν} + 1 and ⟨a†_{−qν}a_{−qν}⟩ = n_{qν}, with n_{qν} the Bose occupation, and both require that the second bracket carry (−q,ν). Hence

C_{lκα,l'κ'β} = (1/N) Σ_{qν} (2n_{qν} + 1) e_{κα} e*_{κ'β} exp[i q·(R_l − R_{l'})] / (2ω_{qν} √(M_κ M_{κ'})).   (28)

The terms q and −q are complex conjugates, so the summand may be replaced by its real part. Setting l' = l and κ' = κ,

U^κ_{αβ} = (1/N) Σ_{qν} (2n_{qν} + 1) Re[e_{κα} e*_{κβ}] / (2 M_κ ω_{qν}).   (29)

The zero-frequency modes at q = 0 are rigid translations and are left out of these sums; that this is harmless for the total is shown below. Inserting (29) in (26), the factor ½ of the average and the factor 1/(2ω) combine to 1/(4ω):

DW^RIA = − (1/N) Σ_{qν} (2n_{qν} + 1) Σ_{m≠n} γ_{m,qν}/(ε_{nk} − ε_{mk}),   (30)

γ_{m,qν} = (1/4ω_{qν}) Σ_{κκ',αβ} { Re[e_{κα}e*_{κβ}]/M_κ + Re[e_{κ'α}e*_{κ'β}]/M_{κ'} } Re[g^{κα*}_m g^{κ'β}_m].   (31)

The phonon wave vector enters only through e and ω; the electronic matrix elements and denominators are those of q = 0 for every mode. Although γ occupies the place in (30) that a squared coupling occupies in the Fan term below, it is not a square and can be negative. In one dimension the two terms in braces give equal contributions and γ = (1/2ω) Σ_κ (|e_κ|²/M_κ) Re[g^{κ*} Σ_{κ'} g^{κ'}]. If g^A and g^B are real, of opposite sign, with |g^B| > |g^A|, then g^A(g^A + g^B) is negative, and a mode that moves only sublattice A has γ < 0.

The Fan term has the same outward shape. Put x_{iα} = e_{κα} exp(iq·R_l)/√M_κ, so that (28) is a sum of x_{iα} x*_{jβ} weighted by (2n+1)/(2Nω). Because the sum over ±q makes C real, it may be moved inside the real part of (9), and Σ g^{iα*} x_{iα} g^{jβ} x*_{jβ} = |Σ g^{jβ} x*_{jβ}|². Renaming q → −q turns x* into x, and the perturbation Σ x_{jβ}∂_{jβ}V carries wave vector q and connects |nk⟩ to |m,k+q⟩. Therefore

Fan = (1/N) Σ_{qν} (2n_{qν} + 1) Σ_m |G_{m,qν}|²/(ε_{nk} − ε_{m,k+q}),   (32)

G_{m,qν} = (2ω_{qν})^{−1/2} Σ_{lκα} (e_{κα}/√M_κ) exp(iq·R_l) ⟨m,k+q|∂V/∂R_{lκα}|nk⟩,

with the state n itself excluded. For an acoustic branch as q → 0 all atoms move alike, e_{κα}/√M_κ → τ_α/√M with τ a real unit vector and M the mass of the cell. Then the braces in (31) become 2τ_ατ_β/M, and γ_m → |Σ_{κα} τ_α g^{κα}_m|²/(2ωM), which is also the limit of |G_m|² for every band m ≠ n. The interband parts of (30) and (32) cancel band by band in this limit, which confirms the factor 1/(4ω).

The structure of the discarded term shows when it is small. At fixed i and j, split D into parts symmetric and antisymmetric under α ↔ β, D^S_{αβ} = ½(D_{iα,jβ} + D_{iβ,jα}) and D^A_{αβ} = ½(D_{iα,jβ} − D_{iβ,jα}). The general symmetry of D exchanges atoms and directions together and does not force D^A to vanish. The symmetric part contracts with the symmetric part of the bracket in (21), and since C_{iβ,jα} = C_{jα,iβ},

½(C_{iα,jβ} + C_{jα,iβ}) − ½(U^i + U^j)_{αβ} = − ½ ⟨(u_i − u_j)_α (u_i − u_j)_β⟩,   (33)

as is seen by multiplying out the right side. The antisymmetric part contracts with C^A_{αβ} = ½(C_{iα,jβ} − C_{iβ,jα}), the matrices U being symmetric. So

ND = − ¼ Σ_{i≠j,αβ} D^S_{αβ} ⟨(u_i − u_j)_α (u_i − u_j)_β⟩ + ½ Σ_{i≠j,αβ} D^A_{αβ} C^A_{αβ}.   (34)

In one dimension only the first sum exists. Each off-site derivative is weighted by the mean-square relative displacement of its two atoms. A q = 0 mode moves all atoms of a sublattice together, so pairs with κ = κ' contribute only through modes with q ≠ 0.

The Debye-Waller term has been split exactly into DW^RIA, which needs only first derivatives at q = 0, and ND, which contains the off-site second derivatives that the rigid-ion approximation drops. What remains is to examine how the two pieces behave under rigid translation, degeneracy and other limits, and to evaluate the dropped term in worked examples.
